# Debugging a numerical check: How far the quasi-steady law overestimates internal oxidation depth

```python
"""Internal oxidation with immobile solute: error of the quasi-steady depth.

Result under test: exact depth^2 = R * (2 S D t), where
R = 1 - S/3 + 7 S^2/45 + ... and S = N_s / (nu N_B).
N_s: dissolved oxygen fraction at the surface; N_B: solute fraction;
nu: oxygen atoms bound per solute atom; D: oxygen diffusivity; t: time.
gamma = depth / (2 sqrt(D t)); deficit = 1 - R.
mobility = solute diffusivity / oxygen diffusivity (zero if immobile).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import R as GAS, N_A
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfcx


def front_gamma(S, mobility=0.0):
    """Root of the oxygen-solute flux balance at the front."""
    def balance(g):
        value = np.sqrt(np.pi) * g * np.exp(g * g) * erf(g)
        if mobility > 0:
            z = g / np.sqrt(mobility)
            value /= np.sqrt(np.pi) * z * erfcx(z)
        return value - S
    return brentq(balance, 1e-9, 2 * np.sqrt(S / 2), xtol=1e-15, rtol=1e-14)


def depth_ratio(S, mobility=0.0):
    """Squared depth divided by its quasi-steady value."""
    return 2 * front_gamma(S, mobility)**2 / S


def grid_ratio(S, cells, mobility=0.0):
    """Squared-depth ratio from conservation on a fixed grid.

    w = free oxygen - nu * free solute, in units of nu N_B.  Reaction leaves
    w unchanged, so only diffusion moves it; no front law is imposed.
    Returns the ratio at half and at full depth, and its extrapolation.
    """
    size = 3 * cells if mobility > 0 else cells + 2
    w = -np.ones(size)
    p = np.zeros(size + 2)
    inner, left, right = p[1:-1], p[:-2], p[2:]
    step, count, found = 0.33, 0, []
    for target in (cells // 2, cells):
        while w[target - 1] < 0:
            np.maximum(w, 0, out=inner)
            if mobility > 0:
                inner += mobility * np.minimum(w, 0)
            p[0] = 2 * S - p[1]
            p[-1] = p[-2]
            w += step * (left + right - 2 * inner)
            count += 1
        # a mobile profile crosses zero at the cell centre,
        # an immobile cell is full when the front is at its far face
        position = target - (0.5 if mobility > 0 else 0.0)
        found.append(position**2 / (2 * S * step * count))
    return found[0], found[1], 2 * found[1] - found[0]


# Rough typical inputs for dilute Cu-Al at 1273 K
T, hours = 1273.0, 1.0
D, D_solute = 2e-5, 3e-9              # cm2/s
N_s, N_B, nu = 1e-4, 1e-3, 1.5
t = 3600 * hours
S = N_s / (nu * N_B)
gamma = front_gamma(S)
ratio = depth_ratio(S)
deficit = 1 - ratio
depth_qs = np.sqrt(2 * S * D * t) * 1e4
depth = 2 * gamma * np.sqrt(D * t) * 1e4

# Symbolic expansion of the flux balance and its inversion
g, y, s, a, b = sp.symbols("g y s a b", positive=True)
expansion = sp.expand(sp.series(
    sp.sqrt(sp.pi) * g * sp.exp(g**2) * sp.erf(g), g, 0, 12).removeO())
for n in range(1, 6):
    coefficient = expansion.coeff(g, 2 * n) / 2**n
    assert sp.simplify(coefficient - 1 / sp.factorial2(2 * n - 1)) == 0
S_of_y = sum(expansion.coeff(g, 2 * n) / 2**n * y**n for n in (1, 2, 3))
trial = sp.expand(S_of_y.subs(y, s + a * s**2 + b * s**3))
a_value = sp.solve(trial.coeff(s, 2), a)[0]
b_value = sp.solve(trial.coeff(s, 3).subs(a, a_value), b)[0]
assert a_value == -sp.Rational(1, 3) and b_value == sp.Rational(7, 45)

# Limiting coefficients from a high-precision root, without the series
mp.mp.dps = 40
small = mp.mpf("1e-4")
root = mp.findroot(
    lambda q: mp.sqrt(mp.pi) * q * mp.exp(q * q) * mp.erf(q) - small,
    mp.sqrt(small / 2))
first = (1 - 2 * root**2 / small) / small
second = (2 * root**2 / small - 1 + small / 3) / small**2
assert abs(first - mp.mpf(1) / 3) < 1e-4
assert abs(second - mp.mpf(7) / 45) < 1e-4

# The error-function profile obeys the diffusion equation
x, time, diff = sp.symbols("x time diff", positive=True)
profile = sp.erf(x / (2 * sp.sqrt(diff * time)))
assert sp.simplify(sp.diff(profile, time)
                   - diff * sp.diff(profile, x, 2)) == 0

# First-moment identity and convexity, by quadrature of the profile
for S_test in (S, 0.5, 3.0):
    g_test = front_gamma(S_test)
    moment_test = quad(
        lambda q: q * (1 - erf(g_test * q) / erf(g_test)), 0, 1)[0]
    assert abs(depth_ratio(S_test) * (1 + 2 * S_test * moment_test) - 1) < 1e-9
    assert moment_test < 1 / 6
moment = quad(lambda q: q * (1 - erf(gamma * q) / erf(gamma)), 0, 1)[0]
inventory = S * quad(lambda q: 1 - erf(gamma * q) / erf(gamma), 0, 1)[0]
assert abs(inventory / (S / 2) - 1) < 0.02

# Two-sided bound over a wide range of S
for S_test in np.logspace(-2, 1, 40):
    d_test, third = 1 - depth_ratio(S_test), S_test / 3
    assert third / (1 + third)**2 < d_test < third / (1 + third)

# Fixed-grid conservation calculation against the exact roots
grid = grid_ratio(S, 80)
grid_half = grid_ratio(0.5, 80)
assert abs((1 - grid[2]) / deficit - 1) < 0.01
assert abs((1 - grid_half[2]) / (1 - depth_ratio(0.5)) - 1) < 0.01
grid_mobile = grid_ratio(0.5, 120, 0.1)
exact_mobile = depth_ratio(0.5, 0.1)
assert abs(grid_mobile[2] - exact_mobile) < 0.01
assert depth_ratio(0.5) - exact_mobile > 0.05   # the effect is resolvable

# Neglected effects, as relative changes of the squared depth
mobility = D_solute / D
solute_change = depth_ratio(S, mobility) / ratio - 1
assert abs(-solute_change / (mobility / S) - 1) < 0.05
V_oxide, V_metal = 13.0, 7.0           # cm3 per mol Al, cm3 per mol Cu
fraction = N_B * V_oxide / V_metal
# lost flux per oxide volume: surface integral around a blocking sphere,
# whose surface concentration is 3/2 cos(theta) in a unit far gradient
blocking = quad(lambda q: 2 * np.pi * 1.5 * np.cos(q)**2 * np.sin(q),
                0, np.pi)[0] / (4 * np.pi / 3)
f_small = 1e-6
maxwell = (1 - (1 - f_small) / (1 + f_small / 2)) / f_small
assert abs(blocking - maxwell) < 1e-5
radius_nm, trap_density = 50.0, 1e15   # nm, trapped O atoms per cm2
oxygen_density = nu * N_A / V_oxide
trapping = 3 * trap_density / (radius_nm * 1e-7) / oxygen_density
trap_change = 1 / (1 + trapping) - 1
drive = 200.0                         # kJ per mol O
front_oxygen = np.exp(-drive * 1e3 / (GAS * T))
Q = 200.0                             # kJ/mol for the product D N_s
kelvin_change = np.exp(-Q * 1e3 / GAS * (1 / (T + 1) - 1 / T)) - 1
minute_change = 60 / t

print("INPUTS (rough typical values, dilute Cu-Al)")
print(f"temperature = {T:.0f} K; time = {hours:.0f} h")
print(f"oxygen diffusivity D = {D:.1e} cm2/s")
print(f"solute diffusivity = {D_solute:.1e} cm2/s")
print(f"surface oxygen N_s = {N_s:.1e} (atomic fraction)")
print(f"solute N_B = {N_B:.1e} (atomic fraction); nu = {nu}")
print("MAIN RESULTS")
print(f"binding capacity nu N_B = {nu*N_B:.2e} (atomic fraction)")
print(f"S = {S:.5f}; gamma = {gamma:.5f} (dimensionless)")
print(f"quasi-steady depth = {depth_qs:.1f} um = {depth_qs/1e3:.4f} mm")
print(f"exact depth = {depth:.1f} um = {depth/1e3:.4f} mm")
print(f"depth difference = {depth_qs-depth:.2f} um")
print(f"depth difference from S/6 = {depth_qs*S/6:.2f} um")
print(f"squared-depth deficit, exact = {100*deficit:.3f} %")
print(f"squared-depth deficit, S/3 = {100*S/3:.3f} %")
print(f"deficit, S/3 - 7S^2/45 = {100*(S/3-7*S*S/45):.3f} %")
print(f"deficit, upper bound = {100*(S/3)/(1+S/3):.3f} %")
print(f"deficit, lower bound = {100*(S/3)/(1+S/3)**2:.3f} %")
print(f"depth deficit, exact = {100*(1-np.sqrt(ratio)):.3f} %")
print(f"dissolved/bound oxygen = {100*inventory:.3f} %")
print(f"half of S = {100*S/2:.3f} %")
print(f"moment integral = {moment:.6f}; linear profile = {1/6:.6f}")
print("SERIES AND GRID TESTS")
print(f"coefficients of S and S^2 in R: {a_value}, {b_value}")
print(f"limits at S = 1e-4: {float(first):.6f}, {float(second):.6f}")
print(f"grid deficit, 40 cells = {100*(1-grid[0]):.3f} %")
print(f"grid deficit, 80 cells = {100*(1-grid[1]):.3f} %")
print(f"grid deficit, extrapolated = {100*(1-grid[2]):.3f} %")
print(f"shift from 40 to 80 cells = {100*(grid[0]-grid[1]):.3f} %")
print(f"S = 0.5: grid deficit extrapolated = {100*(1-grid_half[2]):.2f} %")
print(f"S = 0.5, mobility 0.1: R grid = {grid_mobile[2]:.4f}")
print(f"S = 0.5, mobility 0.1: R formula = {exact_mobile:.4f}")
print("DEFICIT OF SQUARED DEPTH FOR OTHER S")
for S_row in (0.01, 0.1, 0.5, 1.0):
    print(f"S = {S_row:4.2f}: exact {100*(1-depth_ratio(S_row)):.3f} %, "
          f"S/3 {100*S_row/3:.3f} %")
print("NEGLECTED EFFECTS (relative change of squared depth)")
print(f"solute diffusion = {100*solute_change:.3f} %")
print(f"its estimate -D_B/(D S) = {-100*mobility/S:.3f} %")
print(f"S^2 = {S*S:.2e}; 3 D_B/D = {3*mobility:.2e}")
print(f"molar volumes: oxide per Al {V_oxide:.0f}, Cu {V_metal:.0f} cm3/mol")
print(f"oxide volume = {100*fraction:.3f} %; factor = {blocking:.2f}")
print(f"blocking by oxide = {-100*blocking*fraction:.3f} %")
print(f"particle radius = {radius_nm:.0f} nm; traps = {trap_density:.0e} /cm2")
print(f"oxygen density in oxide = {oxygen_density:.2e} /cm3")
print(f"interface trapping = {100*trap_change:.2f} %")
print(f"oxidation driving energy = {drive:.0f} kJ per mol O")
print(f"front/surface free oxygen = {front_oxygen:.1e} (ratio)")
print(f"activation energy of D N_s = {Q:.0f} kJ/mol")
print(f"temperature higher by 1 K = {100*kelvin_change:+.2f} %")
print(f"temperature error equal to deficit = {deficit/kelvin_change:.2f} K")
print(f"time longer by 1 min = {100*minute_change:+.2f} %")
print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 84, in <module>
    a_value = sp.solve(trial.coeff(s, 2), a)[0]
              ~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~^^^
IndexError: list index out of range
```

The author's reading of the failure: The symbolic unknowns a and b, the coefficients of S² and S³ in the inverted series, were declared positive. The true value a = −1/3 was therefore excluded, and the solver returned an empty list. They are now declared real, which admits either sign; the physics, the tested quantities and all tolerances are unchanged.

Diff:

```diff
@@ -74,5 +74,6 @@
 
 # Symbolic expansion of the flux balance and its inversion
-g, y, s, a, b = sp.symbols("g y s a b", positive=True)
+g, y, s = sp.symbols("g y s", positive=True)
+a, b = sp.symbols("a b", real=True)    # series coefficients of either sign
 expansion = sp.expand(sp.series(
     sp.sqrt(sp.pi) * g * sp.exp(g**2) * sp.erf(g), g, 0, 12).removeO())
```

After the repair:

```
INPUTS (rough typical values, dilute Cu-Al)
temperature = 1273 K; time = 1 h
oxygen diffusivity D = 2.0e-05 cm2/s
solute diffusivity = 3.0e-09 cm2/s
surface oxygen N_s = 1.0e-04 (atomic fraction)
solute N_B = 1.0e-03 (atomic fraction); nu = 1.5
MAIN RESULTS
binding capacity nu N_B = 1.50e-03 (atomic fraction)
S = 0.06667; gamma = 0.18060 (dimensionless)
quasi-steady depth = 979.8 um = 0.9798 mm
exact depth = 969.2 um = 0.9692 mm
depth difference = 10.62 um
depth difference from S/6 = 10.89 um
squared-depth deficit, exact = 2.155 %
squared-depth deficit, S/3 = 2.222 %
deficit, S/3 - 7S^2/45 = 2.153 %
deficit, upper bound = 2.174 %
deficit, lower bound = 2.127 %
depth deficit, exact = 1.084 %
dissolved/bound oxygen = 3.315 %
half of S = 3.333 %
moment integral = 0.165222; linear profile = 0.166667
SERIES AND GRID TESTS
coefficients of S and S^2 in R: -1/3, 7/45
limits at S = 1e-4: 0.333318, 0.155547
grid deficit, 40 cells = 2.119 %
grid deficit, 80 cells = 2.142 %
grid deficit, extrapolated = 2.164 %
shift from 40 to 80 cells = 0.022 %
S = 0.5: grid deficit extrapolated = 13.61 %
S = 0.5, mobility 0.1: R grid = 0.7367
S = 0.5, mobility 0.1: R formula = 0.7363
DEFICIT OF SQUARED DEPTH FOR OTHER S
S = 0.01: exact 0.332 %, S/3 0.333 %
S = 0.10: exact 3.186 %, S/3 3.333 %
S = 0.50: exact 13.590 %, S/3 16.667 %
S = 1.00: exact 23.104 %, S/3 33.333 %
NEGLECTED EFFECTS (relative change of squared depth)
solute diffusion = -0.224 %
its estimate -D_B/(D S) = -0.225 %
S^2 = 4.44e-03; 3 D_B/D = 4.50e-04
molar volumes: oxide per Al 13, Cu 7 cm3/mol
oxide volume = 0.186 %; factor = 1.50
blocking by oxide = -0.279 %
particle radius = 50 nm; traps = 1e+15 /cm2
oxygen density in oxide = 6.95e+22 /cm3
interface trapping = -0.86 %
oxidation driving energy = 200 kJ per mol O
front/surface free oxygen = 6.2e-09 (ratio)
activation energy of D N_s = 200 kJ/mol
temperature higher by 1 K = +1.49 %
temperature error equal to deficit = 1.44 K
time longer by 1 min = +1.67 %
success
```
